# Normal-Incidence Transmission of Longitudinal Sound Between Silicon and Silica

## Problem

Silicon has density 2.33 g/cm³ and longitudinal sound speed 8430 m/s. For silica the values are 2.20 g/cm³ and 5970 m/s. A plane longitudinal wave travels in silicon and meets a flat boundary with silica at normal incidence. Both media are lossless and linear, each fills a half-space, and the boundary is sharp and perfectly bonded.

(a) Derive the reflected and transmitted amplitudes of the particle velocity and of the stress.

(b) Find the fraction of the incident energy that is transmitted, and show what happens when the wave comes from the silica side.

(c) Put a uniform layer of thickness $d$ between two half-spaces and find the transmission of a continuous wave. Apply the result at 50 GHz to a 100 nm oxide buried in silicon, and to a weak boundary layer 1 nm thick, of density 2.20 g/cm³ and sound speed 3000 m/s, between silicon and silica. Repeat the second case at 1 THz.

(d) Estimate how the answer to (b) changes if the wave travels along [111] in silicon, and if the silica speed rises by 1 percent. Compare these changes with the absorption in 100 nm of silica at 50 GHz, taking a rough energy decay length of 3000 nm. Rough elastic constants of silicon are $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa.

## Solution

### Waves in one medium

Let $x$ point from silicon (medium 1) to silica (medium 2). Let $v$ be the particle velocity along $x$ and $s$ the normal stress, positive in tension. A thin slice of material is pulled to the right by the stress on its right face and to the left by the stress on its left face. Newton's law per unit volume is therefore

$$\rho\,\frac{\partial v}{\partial t}=\frac{\partial s}{\partial x}.$$

Hooke's law makes the stress equal to the longitudinal modulus $M$ times the strain. The strain grows at the rate $\partial v/\partial x$, so

$$\frac{\partial s}{\partial t}=M\,\frac{\partial v}{\partial x}.$$

Differentiating the first equation in time and inserting the second gives $\rho\,\partial_t^2 v=M\,\partial_x^2 v$, a wave equation with speed $c=\sqrt{M/\rho}$.

For a wave moving to the right, $v=f(x-ct)$. Hooke's law then reads $\partial_t s=Mf'(x-ct)$, and integration over time gives $s=-(M/c)f$, with no static stress added. Since $M/c=\rho c$,

$$s=-Zv,\qquad Z=\rho c .$$

For a wave moving to the left, $c$ is replaced by $-c$, and $s=+Zv$. The quantity $Z$ is the acoustic impedance. The minus sign has a direct meaning: where a right-going wave moves material forward, it compresses it.

The energy flux follows from the same two equations. The energy density is $\tfrac12\rho v^2+s^2/(2M)$, and its rate of change is

$$\rho v\,\partial_t v+\frac{s}{M}\,\partial_t s=v\,\partial_x s+s\,\partial_x v=\partial_x(sv).$$

Comparison with the conservation law $\partial_t(\text{energy density})=-\partial_x(\text{flux})$ identifies the flux as $-sv$. It equals $Zv^2$ for a right-going wave and $-Zv^2$ for a left-going one.

### (a) Amplitudes at the boundary

Let the incident velocity at the boundary have amplitude 1, the reflected velocity $r$ and the transmitted velocity $t$. Two conditions hold at $x=0$:

- The bonded faces move together, so $v$ is continuous.
- The boundary has no mass of its own. A net force on it would give an infinite acceleration, so $s$ is continuous.

The stresses of the three waves are $-Z_1$, $+Z_1r$ and $-Z_2t$. After a change of overall sign in the stress condition, the two conditions are

$$1+r=t,\qquad Z_1(1-r)=Z_2t .$$

Inserting the first into the second gives $Z_1-Z_1r=Z_2+Z_2r$. Collecting the terms in $r$,

$$r=\frac{Z_1-Z_2}{Z_1+Z_2},\qquad t=1+r=\frac{2Z_1}{Z_1+Z_2}.$$

The transmitted stress divided by the incident stress is

$$\frac{-Z_2t}{-Z_1}=\frac{2Z_2}{Z_1+Z_2}.$$

With densities in g/cm³ and speeds in km/s, impedances come out in units of $10^6$ kg/(m² s):

$$Z_1=2.33\times8.430=19.642,\qquad Z_2=2.20\times5.970=13.134 .$$

Their sum is 32.776 and their difference 6.508. Hence

$$r=\frac{6.508}{32.776}=0.199,\qquad t=\frac{2\times19.642}{32.776}=1.199,$$

and the stress factor is $2\times13.134/32.776=0.801$.

The material at the boundary moves faster than it would in the incident wave alone, because silica has the lower impedance and resists the motion less. A velocity factor above 1 does not violate energy conservation, because the same velocity carries less energy flux in the medium of lower impedance.

Two limits confirm the signs. If $Z_2\to0$, the boundary is a free surface: $r=1$, $t=2$, and the transmitted stress vanishes. If $Z_2\to\infty$, the boundary is a rigid wall: $r=-1$ and $t=0$, while the stress on the wall is twice the incident stress.

### (b) Transmitted energy

The incident flux is $Z_1$ times the square of the incident velocity, and the transmitted flux is $Z_2$ times the square of the transmitted velocity. Their ratio is

$$T=\frac{Z_2}{Z_1}\,t^2=\frac{Z_2}{Z_1}\,\frac{4Z_1^2}{(Z_1+Z_2)^2}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

The reflected fraction is $R=r^2$, since both waves travel in medium 1. The sum is

$$R+T=\frac{(Z_1-Z_2)^2+4Z_1Z_2}{(Z_1+Z_2)^2}=1 .$$

It is legitimate to assign separate fluxes to the incident and reflected waves even where they overlap. If their velocities are $v_i$ and $v_r$, the total flux is $-sv=Z_1(v_i-v_r)(v_i+v_r)=Z_1(v_i^2-v_r^2)$, and the cross terms cancel.

For the given data,

$$T=\frac{4\times19.642\times13.134}{32.776^2}=0.961,\qquad R=0.1986^2=0.039 .$$

**About 96 percent of the energy is transmitted and 4 percent is reflected.** The percentage refers to energy. It is also the product of the velocity and stress factors, $1.199\times0.801=0.960$ with these rounded values, as it must be because the flux is a product of stress and velocity.

Exchanging $Z_1$ and $Z_2$ leaves $T$ unchanged. A wave coming from silica therefore also delivers 96 percent of its energy, although its velocity factor is $2\times13.134/32.776=0.801$ and its reflected velocity changes sign. No frequency appears in $T$, because a sharp boundary between two half-spaces contains no length with which a wavelength could be compared.

The reflection is small although the impedances differ by a factor of 1.50. With the mean impedance $\bar Z=(Z_1+Z_2)/2$ and the difference $\Delta Z=Z_1-Z_2$,

$$R=\frac14\left(\frac{\Delta Z}{\bar Z}\right)^2 .$$

Here $\Delta Z/\bar Z=6.508/16.388=0.397$. Squaring this number and dividing by 4 leaves 0.039.

These results were tested by integrating the two first-order equations of motion in time for Gaussian velocity pulses with standard deviations of 12 and 24 nm, sent from each side. The energies found on the two sides after the passage were the fractions 0.9606 and 0.0394 in all four runs. The peak velocities reproduced $t$ and $r$, including the change of sign, to within 0.0002.

### (c) A layer between two half-spaces

Let the layer have impedance $Z_2$ and sound speed $c_2$, and let the outer media have impedances $Z_1$ and $Z_3$. For a continuous wave of frequency $f$ with time factor $e^{-i2\pi ft}$, the velocity in the layer is $ae^{ikx}+be^{-ikx}$, where $k=2\pi f/c_2$. Let $\varphi=kd$, and let $t$ now denote the velocity transmitted at $x=d$. Continuity of velocity and stress at the two faces gives

$$1+r=a+b,\qquad Z_1(1-r)=Z_2(a-b),$$

$$ae^{i\varphi}+be^{-i\varphi}=t,\qquad Z_2\left(ae^{i\varphi}-be^{-i\varphi}\right)=Z_3t .$$

Half the sum and half the difference of the last two equations, after division of the second by $Z_2$, yield

$$a=\frac t2\left(1+\frac{Z_3}{Z_2}\right)e^{-i\varphi},\qquad b=\frac t2\left(1-\frac{Z_3}{Z_2}\right)e^{i\varphi}.$$

From these,

$$a+b=t\left(\cos\varphi-i\frac{Z_3}{Z_2}\sin\varphi\right),\qquad a-b=t\left(\frac{Z_3}{Z_2}\cos\varphi-i\sin\varphi\right).$$

Dividing the stress condition at $x=0$ by $Z_1$ and adding the velocity condition eliminates $r$:

$$2=(a+b)+\frac{Z_2}{Z_1}(a-b)=t\left[\left(1+\frac{Z_3}{Z_1}\right)\cos\varphi-i\left(\frac{Z_3}{Z_2}+\frac{Z_2}{Z_1}\right)\sin\varphi\right].$$

The transmitted energy fraction is $T=(Z_3/Z_1)|t|^2$. Taking the squared modulus and multiplying numerator and denominator by $Z_1^2$,

$$T=\frac{4Z_1Z_3}{(Z_1+Z_3)^2\cos^2\varphi+\left(Z_2+Z_1Z_3/Z_2\right)^2\sin^2\varphi}.$$

For $d\to0$ the sine vanishes and the result of part (b) returns, now for media 1 and 3. Whether a layer helps or harms follows from the identity

$$\left(Z_2+\frac{Z_1Z_3}{Z_2}\right)-(Z_1+Z_3)=\frac{(Z_2-Z_1)(Z_2-Z_3)}{Z_2}.$$

If $Z_2$ lies between the outer impedances, the right side is negative, the denominator shrinks, and the layer raises $T$ wherever $\sin\varphi\neq0$. If $Z_2$ lies below both or above both, the layer lowers it.

**Buried oxide.** Silicon lies on both sides, so $Z_3=Z_1$. Dividing numerator and denominator by $4Z_1^2$ and writing $\cos^2\varphi=1-\sin^2\varphi$ gives

$$T=\frac{1}{1+\frac14\left(\frac{Z_1}{Z_2}-\frac{Z_2}{Z_1}\right)^2\sin^2\varphi},$$

because $(Z_1/Z_2+Z_2/Z_1)^2-4=(Z_1/Z_2-Z_2/Z_1)^2$.

At 50 GHz the wavelength in silica is 119.4 nm, so $\varphi=2\pi\times100/119.4=5.26$ and $\sin^2\varphi=0.73$. The bracket is $1.4955-0.6687=0.827$, and

$$T=\frac{1}{1+0.171\times0.73}=0.89 .$$

The first minimum lies at $\varphi=\pi/2$, where the film is a quarter of a wavelength thick. This happens at $f=c_2/(4d)=14.9$ GHz and gives $T=0.854$. At twice that frequency $\varphi=\pi$, and the lossless film transmits everything. A direct numerical solution of the four continuity equations, scanned from 1 to 30 GHz, agreed with the film formula and placed the minimum at 14.92 GHz.

Unlike that of the single boundary, the transmission of the film depends on frequency, because echoes from its two faces interfere. A pulse much shorter than the round-trip time $2d/c_2=33.5$ ps leaves as a series of separate pulses. The first has crossed two boundaries and carries the fraction $0.961^2=0.92$ of the energy.

**Weak boundary layer.** Now $Z_1$ and $Z_3$ are the impedances of silicon and silica, and the layer has $Z_2=2.20\times3.000=6.60$, below both. Hence $Z_2+Z_1Z_3/Z_2=6.60+39.09=45.69$, to be compared with $Z_1+Z_3=32.78$. At 50 GHz the wavelength in the layer is 60 nm, $\varphi=0.105$ and $\sin^2\varphi=0.011$. The transmission is 0.951, one percentage point below that of the ideal boundary.

At 1 THz the phase is twenty times larger, $\varphi=2.09$ and $\sin^2\varphi=0.75$. The same formula gives

$$T=\frac{1031.9}{1074.3\times0.25+2087\times0.75}=0.56 .$$

A layer that hardly matters at 50 GHz thus removes much of the transmission at 1 THz. The loss does not simply grow with frequency: the formula has its minimum $1031.9/2087=0.49$ at 0.75 THz, where $\varphi=\pi/2$, and returns to 0.961 at 1.5 THz, where $\varphi=\pi$. The number for 1 THz is a rough indication only. The wavelength in the layer is then 3 nm, and a continuum description of a film 1 nm thick is doubtful; a chain of masses and springs with two to four cells across the layer gives 0.50 to 0.55 in place of 0.56. Silica is also far from lossless there: if the decay length of part (d) fell as $1/f^2$, it would be 7.5 nm at 1 THz, comparable with the wavelength of 6 nm.

### (d) Crystal direction, silica speed and absorption

**Travel along [111].** Let $\mathbf n=(1,1,1)/\sqrt3$ and let the displacement be $\mathbf u=\mathbf n\,g(q,t)$ with $q=\mathbf n\cdot\mathbf x$. Every displacement gradient is then $\partial_ju_i=g'/3$, where the prime means $\partial/\partial q$. The elastic law of a cubic crystal gives

$$\sigma_{11}=\frac{C_{11}+2C_{12}}{3}\,g',\qquad \sigma_{12}=\sigma_{13}=\frac{2C_{44}}{3}\,g' .$$

The first component of Newton's law is $\rho\,\partial_t^2u_1=\partial_1\sigma_{11}+\partial_2\sigma_{12}+\partial_3\sigma_{13}$. Each derivative $\partial_j$ acting on $g'$ produces $g''/\sqrt3$, and $u_1=g/\sqrt3$. The common factor $1/\sqrt3$ cancels:

$$\rho\,\frac{\partial^2g}{\partial t^2}=\frac{C_{11}+2C_{12}+4C_{44}}{3}\,g'' .$$

By symmetry the other two components give the same equation, so this is a purely longitudinal wave. The force on a plane normal to $\mathbf n$ has three equal components and is therefore parallel to $\mathbf n$. The boundary conditions of part (a) apply unchanged to a boundary cut normal to [111].

The modulus is $(166+128+320)/3=204.7$ GPa, and the speed is $\sqrt{204.7/2.33}=9.37$ km/s. Along [100] the modulus is $C_{11}$ and the speed 8.44 km/s, which shows that the speed given in the problem belongs to [100]. With $Z_1=2.33\times9.372=21.84$ and the silica unchanged, $T=0.938$. The reflected fraction rises from 3.9 to 6.2 percent.

**Silica speed.** Since $T=1-r^2$, a small change of $Z_2$ at fixed $Z_1$ gives $dT=-2r\,dr$. Differentiating $r$,

$$Z_2\frac{dr}{dZ_2}=-\frac{2Z_1Z_2}{(Z_1+Z_2)^2}=-\frac T2,\qquad\text{so}\qquad dT=rT\,\frac{dZ_2}{Z_2}.$$

A rise of 1 percent in the silica speed at fixed density changes $T$ by $0.199\times0.961\times0.01=0.0019$, or 0.2 percentage points. The third decimal of $T$ therefore has meaning only if the silica speed is known to clearly better than 1 percent.

**Absorption.** The fraction lost on one pass through 100 nm of silica is $1-e^{-100/3000}=0.033$. This loss occurs in the volume of the oxide and adds to what the boundary reflects. At 50 GHz the two are of similar size.

### The real interface

For an oxidized wafer with a (100) surface, the [100] speed is the suitable one. The weak layer is an assumed case, chosen to show the effect of a soft boundary.

Among the cases computed at 50 GHz, the largest departure from 0.96 is that of a continuous wave crossing the 100 nm buried film, where the second boundary and interference together give $T=0.89$ for a lossless oxide, and about 0.86 once the absorption of part (d) acts in the film. Absorption in 100 nm of silica takes about 3 percent, and the assumed weak layer costs 1 percentage point. An oxide with a free upper surface is a different problem, because that surface returns all the energy reaching it; the value 0.96 then describes the first passage of a short pulse.

The result should not be used as the mean transmission of heat-carrying phonons. They arrive from all directions, and at oblique incidence a longitudinal wave also produces shear waves, which the two conditions of part (a) do not include. At room temperature many of them have terahertz frequencies, where the 1 nm example shows how strongly the structure of the boundary can matter.

## Calculated quantities

```
INPUTS AND IDEAL BOUNDARY
silicon: density 2.33 g/cm3, speed 8430 m/s
silicon: impedance 19.642 10^6 kg/(m2 s)
silica: density 2.20 g/cm3, speed 5970 m/s
silica: impedance 13.134 10^6 kg/(m2 s)
impedance ratio silicon/silica: 1.4955
energy transmission T: 0.9606 = 96.06 percent
energy reflection R: 0.0394 = 3.94 percent
velocity factor t, silicon to silica: 1.1986
stress factor, silicon to silica: 0.8014
velocity reflection r, silicon side: 0.1986
velocity factor t, silica to silicon: 0.8014
PULSES SENT THROUGH THE BOUNDARY (time integration)
silicon to silica, width 12 nm: T 0.9606, R 0.0394, t 1.1986, r 0.1987
silicon to silica, width 24 nm: T 0.9606, R 0.0394, t 1.1986, r 0.1986
silica to silicon, width 12 nm: T 0.9606, R 0.0394, t 0.8014, r -0.1986
silica to silicon, width 24 nm: T 0.9606, R 0.0394, t 0.8014, r -0.1986
NEGLECTED EFFECTS
example frequency: 50 GHz
wavelength in silicon: 168.6 nm
wavelength in silica: 119.4 nm
buried oxide thickness: 100 nm
film: lowest T 0.8540 at 14.92 GHz
film: T at the example frequency 0.8895
rough C11, C12, C44 of silicon: 166, 64, 80 GPa
speed along [100]: 8441 m/s
speed along [111]: 9372 m/s
T for travel along [111]: 0.9381
weak layer (assumed): 1 nm, 2.20 g/cm3, 3000 m/s
weak layer: T at 50 GHz 0.9508
weak layer: T at 1000 GHz 0.5626
rough energy decay length in silica at 50 GHz: 3000 nm
energy absorbed in 100 nm of silica: 3.3 percent
T with silica speed raised by 1 percent: 0.9625
change of T: 0.19 percentage points
```
